# Thermal edge fluctuations of a circular island at fixed area

## A ratio that needs explaining

Take a flat island one bilayer high and 50 nm in radius, at 1200 K, with a step free energy of 0.30 eV per nm of edge. The second harmonic of its outline has a mean-square amplitude of 0.914 nm², the third 0.343 nm². Their ratio is 2.67. On a straight step the mean-square amplitude falls as the inverse square of the wave number, which would give $9/4=2.25$. The island gives $8/3$ instead, because its edge is closed and its line tension is balanced, here by the condition of fixed area. These notes derive the law behind the numbers,

$$
\langle |r_n|^2\rangle=\frac{kT\,R}{2\pi\beta\,(n^2-1)},\qquad n\ge 2, \tag{1}
$$

and examine where it holds.

## Setting and conventions

The edge is described in polar coordinates by

$$
r(\theta)=r_0+\delta(\theta),\qquad \delta(\theta)=\sum_{n\neq0}r_n e^{in\theta},\qquad r_{-n}=r_n^* .
$$

The last relation makes $r(\theta)$ real. By construction $\int_0^{2\pi}\delta\,d\theta=0$, so $r_0$ is the mean radius. The "amplitude" in (1) is the complex coefficient $r_n$; real amplitudes are treated below.

The assumptions are these.

- The enclosed area is fixed at $\pi R^2$.
- The line tension $\beta$, a free energy per length at temperature $T$, does not depend on edge orientation. The step stiffness $\beta+\beta''$ (primes on $\beta$ denote derivatives with respect to orientation) then equals $\beta$.
- The edge is in classical thermal equilibrium.
- Both $\delta/R$ and $\delta'/R$ are small, where $\delta'=d\delta/d\theta$. The result is of leading order in $kT/(\beta R)$.

In atomic units $kT$ is in hartree, lengths are in bohr and $\beta$ is in hartree per bohr. No $\hbar$ enters, so the formulas read the same in eV and nm.

## The area constraint

The area is $\tfrac12\int r^2d\theta$. Since $\delta$ has zero mean, the cross term $2r_0\int\delta\,d\theta$ vanishes, and

$$
\pi R^2=\pi r_0^2+\tfrac12\int_0^{2\pi}\delta^2\,d\theta .
$$

Solving for $r_0$ and expanding the square root gives

$$
r_0=R\sqrt{1-\frac{1}{2\pi R^2}\int\delta^2d\theta}\;\simeq\;R-\frac{1}{4\pi R}\int\delta^2\,d\theta . \tag{2}
$$

Ripples add area at second order, so the mean radius must shrink at second order to compensate.

## The length to second order

The arc element is $ds=\sqrt{r^2+r'^2}\,d\theta$. For small slope,

$$
\sqrt{r^2+r'^2}=r\sqrt{1+\frac{r'^2}{r^2}}\simeq r+\frac{r'^2}{2r}.
$$

In the second term $r'=\delta'$ is already squared, so replacing $1/r$ by $1/R$ costs only third-order terms. Integrating,

$$
L\simeq 2\pi r_0+\frac{1}{2R}\int\delta'^2\,d\theta .
$$

By (2), $2\pi r_0\simeq2\pi R-\frac{1}{2R}\int\delta^2d\theta$. The free energy above that of the circle is therefore

$$
\Delta F=\beta(L-2\pi R)\simeq\frac{\beta}{2R}\int_0^{2\pi}\left(\delta'^2-\delta^2\right)d\theta . \tag{3}
$$

The first term is the cost of tilting the edge. The second is the length saved because the mean radius has shrunk.

## Separation into modes

The functions $e^{in\theta}$ are orthogonal, and $n$ and $-n$ contribute equally, so

$$
\int\delta^2d\theta=2\pi\sum_{n\ne0}|r_n|^2=4\pi\sum_{n\ge1}|r_n|^2,\qquad
\int\delta'^2d\theta=4\pi\sum_{n\ge1}n^2|r_n|^2 .
$$

Inserting these in (3),

$$
\Delta F=\frac{2\pi\beta}{R}\sum_{n\ge1}(n^2-1)\,|r_n|^2 . \tag{4}
$$

A numerical second difference of the full arc length, taken at the circle for $n=2$, gives the factor 3.0000 when the area is fixed and 4.0000 when $r_0$ is fixed. Relative to an edge of fixed mean radius, the $-1$ thus comes from the area constraint. A supply of atoms that balances the line tension gives the same term, as shown below.

**The mode $n=1$.** Its cost vanishes in (4). A circle displaced by a small distance $u$ along $x$ has the outline

$$
r=u\cos\theta+\sqrt{R^2-u^2\sin^2\theta}\simeq R+u\cos\theta-\frac{u^2\sin^2\theta}{2R}.
$$

To first order this is a pure $n=1$ ripple, and moving an island on a uniform terrace costs nothing. The mean of the last term is $-u^2/(4R)$, which is what (2) gives for $\delta=u\cos\theta$. The position of the island is therefore removed from the problem by choosing the origin so that $r_1=0$, and the sums below start at $n=2$.

## Equipartition

Write $r_n=u_n+iv_n$ and $K_n=2\pi\beta(n^2-1)/R$. The Boltzmann weight of mode $n$ is

$$
e^{-K_n(u_n^2+v_n^2)/kT}.
$$

At leading order all values of $u_n$ and $v_n$ are counted with equal prior weight, so each is Gaussian. Comparison with $e^{-u^2/2\sigma^2}$ gives $\sigma^2=kT/(2K_n)$, hence

$$
\langle|r_n|^2\rangle=\langle u_n^2\rangle+\langle v_n^2\rangle=\frac{kT}{K_n}=\frac{kT\,R}{2\pi\beta(n^2-1)},
$$

which is (1). Each $n$ stores $kT$ on average, half in $u_n$ and half in $v_n$. Since the energy is $\beta$ times the excess length, each $n$ lengthens the edge by $kT/\beta$ on average at this order, whatever its wavelength.

**Real amplitudes.** The pair $\pm n$ contributes

$$
r_ne^{in\theta}+r_n^*e^{-in\theta}=2u_n\cos n\theta-2v_n\sin n\theta ,
$$

so the cosine amplitude is $a_n=2u_n$ and

$$
\langle a_n^2\rangle=4\langle u_n^2\rangle=\frac{kT\,R}{\pi\beta(n^2-1)},
$$

twice the value in (1). The sine amplitude has the same mean square. A tension extracted from data is wrong by a factor of two if the conventions are mixed.

**A test without the quadratic form.** Random outlines containing modes 2 to 6 were weighted by the Boltzmann factor of their full arc length at fixed area, with $kT/(\beta R)=2\times10^{-4}$. The resulting mean squares, divided by (1), lie between 0.998 and 1.002, with standard errors of 0.002. The mean energy per $n$ is $0.9998\,kT$.

## Two related cases

**The straight step.** A nearly straight step of length $\ell$ with displacement $h(x)=\sum_q h_qe^{iqx}$ has the energy

$$
\frac{\beta}{2}\int h'^2dx=\beta\ell\sum_{q>0}q^2|h_q|^2,
\qquad\text{so}\qquad
\langle|h_q|^2\rangle=\frac{kT}{\beta\ell q^2}.
$$

With $\ell=2\pi R$ and $q=n/R$ this becomes $kTR/(2\pi\beta n^2)$. The island exceeds it by the factor $n^2/(n^2-1)$, which is $4/3$ for $n=2$ and $100/99$ for $n=10$. Short ripples hardly notice that the edge closes on itself.

**An island that exchanges atoms.** Suppose the terrace supplies atoms with a free-energy gain $g$ per unit island area. The quantity to examine is $\Phi=\beta L-gA$, with $r_0=R+s$ now free. To second order,

$$
\Phi=2\pi\beta(R+s)-\pi g(R+s)^2+\frac{\beta}{2R}\int\delta'^2d\theta-\frac g2\int\delta^2d\theta .
$$

The term linear in $s$ vanishes if $g=\beta/R$. The ripple terms then coincide with (3), so the stiffness of each mode with $n\ge2$ is unchanged. The size itself contributes $-\pi\beta s^2/R$, which is negative: the balanced island is a critical nucleus, and a small change of size grows. Fixed area is thus an idealization that holds for times short compared with growth or decay.

## The example in numbers

The inputs are $R=50$ nm, $T=1200$ K and $\beta=0.30$ eV/nm, so $kT=0.1034$ eV and $kT/(\beta R)=0.0069$. For $n=2$,

$$
\langle|r_2|^2\rangle=\frac{0.1034\times50}{2\pi\times0.30\times3}\ \text{nm}^2=0.914\ \text{nm}^2 .
$$

The root-mean-square (rms) value is 0.96 nm, or 9.6 Å, about 2% of the radius. The corresponding cosine amplitude is 1.35 nm. For $n=10$ the rms value of $|r_n|$ has fallen to 0.17 nm. The mean excess length per $n$ is $kT/\beta=0.34$ nm.

At fixed $T$ and $\beta$, the rms amplitude grows as $\sqrt R$, while its ratio to the radius falls as $1/\sqrt R$. Large islands have larger ripples but look rounder.

## The total edge width

At leading order, different modes are independent in equilibrium. Also $\langle r_n^2\rangle=\langle u_n^2\rangle-\langle v_n^2\rangle+2i\langle u_nv_n\rangle=0$. Only products of $r_n$ with $r_{-n}$ therefore survive in the mean square of $\delta$, at every $\theta$:

$$
\langle\delta^2\rangle=2\sum_{n\ge2}\langle|r_n|^2\rangle=\frac{kTR}{\pi\beta}\sum_{n\ge2}\frac1{n^2-1}.
$$

The sum telescopes, because $\frac1{n^2-1}=\frac12\left(\frac1{n-1}-\frac1{n+1}\right)$:

$$
\sum_{n=2}^{N}\frac1{n^2-1}=\frac12\left(1+\frac12-\frac1N-\frac1{N+1}\right)\longrightarrow\frac34 .
$$

Hence

$$
\langle\delta^2\rangle=\frac{3\,kT\,R}{4\pi\beta}. \tag{5}
$$

For the example this is 4.11 nm², an rms width of 2.03 nm or 20.3 Å. Diagonalizing the energy (3) on 400 points around the edge, with the uniform mode and the two translations removed, gives the same 4.1145 nm² as (5).

The mode $n=2$ supplies the fraction $(1/3)/(3/4)=4/9$ of the mean-square width. Modes above $N$ supply about $4/(3N)$ of it, or 3% for $N=45$. The width is thus mainly a long-wave quantity. Short waves add little to it directly, but they can change it through the value of $\beta$, as the next section shows.

## Why short waves need care

The slope behaves differently. From (1), modes 2 to $N$ give

$$
\frac{\langle\delta'^2\rangle}{R^2}=\frac{2}{R^2}\sum_{n=2}^Nn^2\langle|r_n|^2\rangle
=\frac{kT}{\pi\beta R}\sum_{n=2}^N\frac{n^2}{n^2-1}.
$$

Since $n^2/(n^2-1)=1+1/(n^2-1)$, the sum is close to $N-\tfrac14$ for large $N$, and the mean-square slope grows without limit. In the example it reaches about 0.1 at $N=45$, a wavelength of 7.0 nm. At the lattice cutoff $N=409$, a wavelength of two lattice spacings, the formula would give 0.90. The small-slope expansion has failed well before that.

So the expansion can only describe an edge already smoothed over at least a few nanometres, and $\beta$ in (1) must be the long-wavelength tension, with the effect of all ripples shorter than the observed modes absorbed in its value. A tension computed for a perfectly straight atomic edge is a different quantity.

For a few long modes taken alone the correction is small. Weighting outlines with modes 2 to 6 by their full length at the example's own $kT/(\beta R)$ raises the mean squares for $n=2$, 3 and 4 by 1.4%, 1.6% and 1.5% relative to (1), each with a standard error of 0.2%. The estimate keeps the equal prior weight of all $u_n$ and $v_n$, which was justified only at leading order. Another choice of weight can shift these figures by one to one and a half percentage points, so they show the size of the correction and not its exact value. It also leaves out higher modes, and these matter. The next term of the arc element, $-R(\delta'/R)^4/8$, softens each mode by a fraction of roughly 1.5 times the mean-square slope of all modes kept. That slope is 0.012 for modes 2 to 6 and about 0.1 for modes 2 to 45. If the 7 nm tension is inserted in (1) without absorbing these modes, the correction is thus about 15% for the equal prior weight. With so many modes the figure depends strongly on the weight: counting displacements along the edge normal instead of along the radius lowers it to 2 to 4% for $n=2$ to 4. The model does not fix this choice, which is one more reason to take $\beta$ as the long-wavelength tension, with the higher modes already absorbed.

## Anisotropic tension

Let the tension depend on the direction $\phi$ of the edge normal as $\beta(\phi)=\beta(1+\varepsilon\cos3\phi)$. The stiffness $\beta(\phi)+\beta''(\phi)$ is then $\beta(1-8\varepsilon\cos3\phi)$. An assumed 2% anisotropy of the tension becomes a 16% variation of the stiffness.

The larger effect is a permanent distortion. To first order $\phi=\theta-\delta'/R$, so $\cos3\phi\simeq\cos3\theta+3(\delta'/R)\sin3\theta$. The part of the energy linear in both $\varepsilon$ and $\delta$ is

$$
\beta\varepsilon\int\left(\delta\cos3\theta+3\delta'\sin3\theta\right)d\theta
=-8\beta\varepsilon\int\delta\cos3\theta\,d\theta=-8\pi\beta\varepsilon\,a_3 ,
$$

after integrating the second term by parts. By (3), the quadratic cost of $a_3$ is $4\pi\beta a_3^2/R$. The total is smallest at $a_3=\varepsilon R$, which means a static $|r_3|=\varepsilon R/2$.

For $\varepsilon=0.02$ this is 0.50 nm, close to the thermal rms value of 0.59 nm. If the static part were not subtracted, the apparent mean square would be about $0.34+0.25=0.59$ nm², and the tension deduced from $n=3$ would come out some 40% too low.

The fluctuations about the distorted shape change little: a numerical minimization followed by inversion of the stiffness matrix gives mean squares 0.5% lower for $n=2$, 3 and 4 with the origin fixed by $r_1=0$ (0.4%, 0.5% and 0.6% with the origin at the centroid). No first-order change is possible, because reversing the sign of $\varepsilon$ merely rotates the island by 60°, which leaves $\langle|r_n|^2\rangle$ unaltered.

## How long equilibrium takes

Equation (1) contains no time, but an observation does. Assume that attachment at the edge is the slow process. An edge site of area $a^2$ gains the free energy $a^2\beta(\kappa-\bar\kappa)$ by receding, where $\kappa$ is the curvature and $\bar\kappa$ its mean along the edge. With one attempt per time $t_a$ and step length $a$, linear response gives the outward normal speed

$$
v=-\frac{\Gamma\beta}{kT}(\kappa-\bar\kappa),\qquad \Gamma=\frac{a^3}{t_a}.
$$

Subtracting $\bar\kappa$ keeps the area fixed. To first order in $\delta$, the polar curvature formula becomes

$$
\kappa=\frac{r^2+2r'^2-rr''}{(r^2+r'^2)^{3/2}}\simeq\frac1{r_0}\left(1+\frac{2\delta-\delta''}{r_0}\right)\left(1-\frac{3\delta}{r_0}\right)\simeq\frac1{r_0}-\frac{\delta+\delta''}{r_0^2}.
$$

For mode $n$, $\delta''\to-n^2r_n$, so the curvature changes by $(n^2-1)r_n/R^2$. The average ripple therefore decays exponentially with the time

$$
\tau_n=\frac{kT\,R^2}{\Gamma\beta(n^2-1)} .
$$

With $a=0.384$ nm and a rough $t_a=1$ µs, $\Gamma=5.7\times10^4$ nm³/s and $\tau_2\approx5$ ms. The edge would have to advance at about 100 nm/s to change the radius by 1% in that time. If transport over the terrace is slower than attachment, this estimate does not apply.

The same attachment law limits the fixed-area picture. If the terrace holds the atoms at a constant chemical potential that balances the island, $\bar\kappa$ is replaced by the constant $1/R$, and a small change of radius grows with the time $kTR^2/(\Gamma\beta)=3\tau_2$, about 15 ms here. Observation over many $\tau_2$ at nearly fixed area therefore requires a terrace that responds to the island, such as a closed one whose adatom density falls enough when the island grows.

## Obtaining the tension from images

Inverting (1) gives $\beta=kTR/[2\pi(n^2-1)\langle|r_n|^2\rangle]$. Because $u_n$ and $v_n$ are independent Gaussians of equal width, $w=|r_n|^2$ follows the distribution $e^{-w/\bar w}/\bar w$, whose standard deviation equals its mean $\bar w$. An average over $M$ independent images thus has a relative standard error of $1/\sqrt M$, or 10% for 100 images. Images count as independent when they are separated by several $\tau_n$, and the island must keep its size over the whole series. Each exposure must also be short compared with $\tau_n$. With $\tau_2\approx5$ ms, an exposure of 33 ms would average the $n=2$ ripple down to about a quarter of its true mean square, and the deduced tension would be nearly four times too high.

## The real surface

The inputs lie in the regime of bilayer islands on Si(111) at high growth temperature. The tension, a few tenths of an eV per nm, and the attachment time are rough values; the 2% anisotropy is an assumption. Since (1) varies as $1/\beta$, halving the tension would double the mean squares and raise the $n=2$ rms amplitude from 9.6 to 13.5 Å. In chemical vapour deposition, adsorbed species can change $\beta$, so a value for the clean surface should not be carried over unexamined.

Two further idealizations can be sized. With an area of 0.0639 nm² per atom, the balance condition $g=\beta/R$ corresponds to an excess chemical potential of $0.30\times0.0639/50=3.8\times10^{-4}$ eV. For an ideal adatom gas this is a supersaturation of $e^{\Delta\mu/kT}-1=0.37\%$. A small departure from it makes the island grow or shrink, so the fixed-area result describes a real island only while its radius changes little.

A rigid neighbouring step at distance $l=50$ nm, with an assumed repulsion energy per length of $A/l^2$ and $A=0.05$ eV nm, adds $6A/l^4$ to the stiffness per unit length $\beta(n^2-1)/R^2$. For $n=2$ this is 0.013%. Terms from the curvature and length of the edge, left out here, are of similar size, so the effect remains negligible. The assumed threefold distortion matters far more: left unsubtracted, it raises the apparent mean square of the mode $n=3$ by about 70%. To first order it leaves the modes $n=2$, 4 and 5 free of a static part, so the tension is better read from these. The mode $n=2$ is the largest of them, but it is sensitive to any static twofold distortion, including one made by the image itself: a 2% mismatch between the scales along two perpendicular axes gives a static $|r_2|$ of 0.25 nm and adds about 7% to the mean square. Agreement between the tensions read from several modes is a useful check. The numerical output follows.

## Numbers as computed

```
INPUTS (rough, Si(111)-like)
island radius R = 50.0 nm
temperature T = 1200 K
line tension beta = 0.30 eV/nm
surface lattice parameter = 0.384 nm
thermal energy kT = 0.10341 eV
kT/(beta R) = 0.00689 (no unit)
TESTS
n=2 stiffness factor, fixed area = 3.0000
n=2 stiffness factor, fixed r_0 = 4.0000
sampling test at kT/(beta R) = 2.0e-04
n=2 sampled/formula = 1.0010 +- 0.0020
n=3 sampled/formula = 0.9983 +- 0.0017
n=4 sampled/formula = 1.0024 +- 0.0017
n=5 sampled/formula = 0.9990 +- 0.0017
n=6 sampled/formula = 0.9996 +- 0.0017
sampled energy per n = 0.9998 kT
RESULTS
n=2 <|r_n|^2> = 0.9143 nm^2, rms = 0.9562 nm
n=3 <|r_n|^2> = 0.3429 nm^2, rms = 0.5856 nm
n=4 <|r_n|^2> = 0.1829 nm^2, rms = 0.4276 nm
n=5 <|r_n|^2> = 0.1143 nm^2, rms = 0.3381 nm
n=6 <|r_n|^2> = 0.0784 nm^2, rms = 0.2799 nm
n=10 <|r_n|^2> = 0.0277 nm^2, rms = 0.1665 nm
n=2 rms |r_n| = 9.56 angstrom
n=2 rms cosine amplitude = 1.3523 nm
edge width squared, formula = 4.1145 nm^2
edge width squared, matrix = 4.1145 nm^2
rms edge width = 2.0284 nm
rms edge width = 20.28 angstrom
mean excess length per n = 0.3447 nm
NEGLECTED EFFECTS
n=2 anharmonic change (modes 2-6) = 1.41 +- 0.19 %
n=3 anharmonic change (modes 2-6) = 1.60 +- 0.16 %
n=4 anharmonic change (modes 2-6) = 1.54 +- 0.16 %
mode where mean-square slope reaches 0.1 = 45
its wavelength = 6.98 nm
lattice cutoff mode = 409
formal mean-square slope at cutoff = 0.897
assumed threefold anisotropy = 2.0 %
static |r_3| from anisotropy = 0.4986 nm
n=2 mean-square change, anisotropy = -0.54 %
n=3 mean-square change, anisotropy = -0.54 %
n=4 mean-square change, anisotropy = -0.52 %
step repulsion coefficient = 0.050 eV nm
neighbour distance = 50.0 nm
n=2 stiffness change, neighbour = 0.0133 %
area per atom = 0.06385 nm^2
balancing supersaturation = 0.371 %
attachment time per site = 1.0e-06 s
step mobility = 5.662e+04 nm^3/s
n=2 relaxation time = 5.073e-03 s
edge speed for 1% of R per tau_2 = 98.6 nm/s
```
